# Relativistic Thomas-Fermi Kinetic Energy and the Vallarta-Rosen Density at a Nucleus

In the Thomas-Fermi picture, the electrons around each point of an atom are treated as a small piece of a uniform gas. Near a heavy nucleus they are fast, so the gas should obey relativistic kinematics. This problem constructs that theory and examines it at a point nucleus.

Hartree atomic units are used: \(\hbar=m_e=e=1\), and the speed of light is \(c=1/\alpha\approx137.036\). An electron of momentum \(p\) has kinetic energy

\[
\varepsilon(p)=\sqrt{p^2c^2+c^4}-c^2 ,
\]

with the rest energy \(c^2\) subtracted. The gas is unpolarized and fills the positive-energy free Dirac states, two spin states per momentum, up to the Fermi momentum \(p_F\). Exchange, correlation, the Breit interaction and density-gradient corrections are left out.

## (a) The kinetic energy density

**Find the number density \(n\) and the kinetic energy density \(t\) as functions of \(p_F\).**

**Solution.** In a periodic box of volume \(\Omega\), each allowed momentum occupies a volume \((2\pi)^3/\Omega\) of momentum space. For a large box the sum over states becomes an integral. A shell of radius \(p\) has volume \(4\pi p^2dp\), so the number of states per unit volume in it is

\[
2\,\frac{4\pi p^2\,dp}{(2\pi)^3}=\frac{p^2\,dp}{\pi^2}.
\]

Therefore

\[
n=\frac1{\pi^2}\int_0^{p_F}p^2dp=\frac{p_F^3}{3\pi^2},\qquad
t=\frac1{\pi^2}\int_0^{p_F}p^2\varepsilon(p)\,dp .
\]

Relativity leaves the counting of states unchanged; it alters the energy of each state. Put \(p=cy\) and \(\xi=p_F/c\). Then \(p^2dp=c^3y^2dy\) and \(\varepsilon=c^2(\sqrt{1+y^2}-1)\), so

\[
t=\frac{c^5}{\pi^2}\left[\int_0^\xi y^2\sqrt{1+y^2}\,dy-\frac{\xi^3}{3}\right].
\]

For the remaining integral put \(y=\sinh u\), so that \(\sqrt{1+y^2}=\cosh u\) and \(dy=\cosh u\,du\). Since \(\sinh u\cosh u=\tfrac12\sinh2u\) and \(\sinh^22u=\tfrac12(\cosh4u-1)\),

\[
\int\sinh^2u\cosh^2u\,du=\frac18\int(\cosh4u-1)\,du=\frac{\sinh4u}{32}-\frac u8 .
\]

To return to \(y\), use

\[
\sinh4u=2\sinh2u\cosh2u=4\sinh u\cosh u\,(1+2\sinh^2u).
\]

The lower limit contributes zero. The result is

\[
t=\frac{c^5}{\pi^2}\left\{\frac{\xi(1+2\xi^2)\sqrt{1+\xi^2}-\operatorname{arsinh}\xi}{8}-\frac{\xi^3}{3}\right\},
\qquad \xi=\frac{(3\pi^2n)^{1/3}}{c}.
\]

The last term removes the rest energy, since \(c^5\xi^3/(3\pi^2)=nc^2\). As a test, plane waves in a finite box were summed one by one at \(p_F=c\). The sum gave 1.001 times this \(t\), within the 0.3% allowed for the finite box.

## (b) Slow and fast electrons

**Find the leading forms of \(t(n)\) for small and large \(\xi\), and the first correction in each case.**

**Solution.** For small \(\xi\), expand the integrand before integrating, which avoids the cancellations in the closed form. From \(\sqrt{1+y^2}-1=y^2/2-y^4/8+\dots\),

\[
t=\frac{c^5}{\pi^2}\left(\frac{\xi^5}{10}-\frac{\xi^7}{56}+\dots\right).
\]

The first term is \(p_F^5/(10\pi^2)\). With \(p_F^5=(3\pi^2n)^{5/3}\) it becomes the nonrelativistic law

\[
t_{\rm nr}=\frac{3}{10}(3\pi^2)^{2/3}n^{5/3}.
\]

The ratio of the two terms gives \(t/t_{\rm nr}\approx1-\tfrac{5}{28}\xi^2\). At \(\xi=0.1\) this is 0.9982, as computed from the full expression.

For large \(\xi\), \(\sqrt{1+y^2}\approx y\) over most of the range, so the integral starts with \(\xi^4/4\), and the rest-energy term \(-\xi^3/3\) is the first correction. The leading term is

\[
t\to\frac{c\,p_F^4}{4\pi^2}=\frac34\,c\,(3\pi^2)^{1/3}n^{4/3}.
\]

Dividing both terms by \(\xi^5/10\) gives \(t/t_{\rm nr}\approx5/(2\xi)-10/(3\xi^2)\). At \(\xi=10\) this is \(0.250-0.033=0.217\), against the full value 0.219.

At the same density, the relativistic gas has the lower kinetic energy, because \(\varepsilon(p)<p^2/2\) for \(p>0\). Compression therefore costs less: the power of \(n\) falls from \(5/3\) to \(4/3\). This softening is what causes trouble at the nucleus.

## (c) The density in a given potential

**Let an electron have potential energy \(V(\mathbf r)\), and let \(\mu\) be the chemical potential. Find the density that minimizes the energy at fixed \(\mu\) and \(V\).**

**Solution.** Define \(W=\mu-V\), the largest kinetic energy available at a point. The quantity to be minimized is

\[
\int\left[t(n)+Vn-\mu n\right]d^3r=\int\left[t(n)-Wn\right]d^3r .
\]

Because \(t\) depends on the local density alone, the integrand can be minimized point by point. The condition is \(dt/dn=W\). Both \(t\) and \(n\) are integrals up to \(p_F\), so

\[
\frac{dt}{dn}=\frac{dt/dp_F}{dn/dp_F}
=\frac{p_F^2\,\varepsilon(p_F)/\pi^2}{p_F^2/\pi^2}=\varepsilon(p_F).
\]

Adding an electron costs the kinetic energy at the Fermi surface. Since \(\varepsilon(p_F)\) rises with \(n\), \(t(n)-Wn\) is convex and the stationary point is its minimum. Where \(W<0\), the minimum is at \(n=0\). Where \(W\ge0\),

\[
\sqrt{p_F^2c^2+c^4}=W+c^2 .
\]

Squaring gives \(p_F^2c^2+c^4=W^2+2Wc^2+c^4\). The \(c^4\) cancels, and division by \(c^2\) leaves

\[
p_F^2=2W+\frac{W^2}{c^2},\qquad
n=\frac1{3\pi^2}\left(2W+\frac{W^2}{c^2}\right)^{3/2}.
\]

This is the Vallarta-Rosen density. For \(W\ll c^2\) it reduces to \(n_{\rm nr}=(2W)^{3/2}/(3\pi^2)\); for \(W\gg c^2\) it grows as \(W^3\). Direct numerical minimization of \(t(n)-Wn\) at three values of \(W\) confirmed it within a relative tolerance of \(10^{-4}\).

## (d) A given potential with a point nucleus

**Suppose that \(rW\to Z>0\) as \(r\to0\). How does the density behave there, and can it hold a finite number of electrons?**

**Solution.** The condition says that the nuclear attraction \(-Z/r\) is unscreened at the origin. Less singular terms in \(V\), and the constant \(\mu\), vanish from \(rW\) in the limit. Multiply the density by \(r^3=(r^2)^{3/2}\):

\[
r^3n=\frac1{3\pi^2}\left[2r\,(rW)+\frac{(rW)^2}{c^2}\right]^{3/2}
\longrightarrow\frac{1}{3\pi^2}\left(\frac Zc\right)^3 .
\]

The first term in the bracket vanishes and the second survives. Thus \(n\) diverges as \(r^{-3}\). With \(W\approx Z/r\), the two terms are equal at \(r_c=Z/(2c^2)\), which marks the relativistic region.

The number of electrons between radii \(a<b\), both far inside \(r_c\), is

\[
N(a,b)\approx\int_a^b4\pi r^2\,\frac{(Z/c)^3}{3\pi^2r^3}\,dr
=\frac{4}{3\pi}\left(\frac Zc\right)^3\ln\frac ba .
\]

This has no upper bound as \(a\to0\), so the density cannot be normalized. Lowering \(\mu\) removes electrons mainly from the outer region and leaves the coefficient of the logarithm unchanged.

In the nonrelativistic theory the same potential gives \(n_{\rm nr}\approx(2Z/r)^{3/2}/(3\pi^2)\), and the number inside \(r\) is

\[
\frac{4}{3\pi}(2Z)^{3/2}\int_0^r s^{1/2}ds=\frac{8}{9\pi}(2Zr)^{3/2},
\]

which is finite. The change from \(W^{3/2}\) to \(W^3\) turns an integrable singularity into a non-integrable one.

The energy shows the same failure. Near the nucleus \(p_F\approx Z/(cr)\), so \(t\approx Z^4/(4\pi^2c^3r^4)\) and \(Wn\approx Z^4/(3\pi^2c^3r^4)\). Cutting off the density inside \(a\) and integrating \(t-Wn\) outside gives the leading contribution

\[
4\pi\left(\frac14-\frac13\right)\frac{Z^4}{\pi^2c^3}\int_a\frac{dr}{r^2}
\approx-\frac{Z^4}{3\pi c^3a}.
\]

It tends to \(-\infty\) as \(a\to0\). The minimum in (c) exists at each point, but the integral over all space has no finite minimum in this potential.

## (e) Numbers for iridium

**Take a neutral iridium atom, \(Z=77\), in its nonrelativistic Thomas-Fermi potential. Evaluate the Vallarta-Rosen density in this fixed potential.**

**Solution.** Outside the nucleus, the electrostatic potential \(\Phi=-V\) satisfies \(\nabla^2\Phi=4\pi n\), because the electronic charge density is \(-n\). Since \(W=\mu+\Phi\), also \(\nabla^2W=4\pi n\). With spherical symmetry,

\[
\frac{d^2(rW)}{dr^2}=4\pi rn .
\]

For a neutral Thomas-Fermi atom \(\mu=0\). Write \(W=Z\phi/r\) and insert \(n_{\rm nr}\):

\[
\frac{d^2\phi}{dr^2}=\frac{4}{3\pi}\,2^{3/2}Z^{1/2}\,\frac{\phi^{3/2}}{r^{1/2}} .
\]

Put \(r=Lx\). The right side acquires a factor \(L^{3/2}\), and the numerical coefficient becomes one if

\[
L=\frac12\left(\frac{3\pi}{4}\right)^{2/3}Z^{-1/3}=0.2081\ \text{bohr},\qquad
\phi''(x)=\frac{\phi^{3/2}}{\sqrt x}.
\]

The boundary conditions are \(\phi(0)=1\) and \(\phi(\infty)=0\). The numerical solution gives 77.000 electrons when \(n_{\rm nr}\) is integrated.

Here \(Z/c=0.5619\), and the crossover radius is

\[
r_c=\frac{77}{2(137.036)^2}=2.05\times10^{-3}\ \text{bohr}.
\]

In the same potential the two densities compare as follows.

| \(r\) (bohr) | \(p_F/c\) | \(n/n_{\rm nr}\) | \(r^3n\) |
|---|---|---|---|
| \(10^{-1}\) | 0.226 | 1.019 | 1.0072 |
| \(10^{-2}\) | 0.957 | 1.302 | 0.0763 |
| \(10^{-3}\) | 4.97 | 5.29 | 0.01068 |
| \(10^{-4}\) | 42.0 | 99.6 | 0.00642 |
| \(10^{-6}\) | 4101 | \(9.29\times10^4\) | 0.00600 |

The last column approaches \((0.5619)^3/(3\pi^2)=0.00599\). The approach is gradual because the neglected term \(2W\) is smaller than \(W^2/c^2\) by a factor of about \(r/r_c\), which is still 0.049 at \(10^{-4}\) bohr.

The electron number outside \(a\) is 77.32 for \(a=10^{-2}\) bohr, 78.40 for \(10^{-4}\), 78.75 for \(10^{-6}\), 79.10 for \(10^{-8}\) and 79.44 for \(10^{-10}\). The first value already exceeds 77 because \(n>n_{\rm nr}\) wherever \(W>0\) and the potential has not been allowed to respond. The later values show the logarithm. Its predicted gain per decade is

\[
0.4244\times(0.5619)^3\times\ln10=0.1734 ,
\]

and integration from \(10^{-9}\) to \(10^{-8}\) bohr gives 0.1734. One more electron therefore needs nearly six further decades. The divergence is weak, and a numerical grid with a fixed innermost point would conceal it.

## (f) Can the atom screen its own singularity?

**In (d) the potential was given. Now let the Vallarta-Rosen density produce its own repulsion. Is there a spherical self-consistent solution with \(rW\to Z>0\) at the origin?**

**Solution.** Let \(q(r)=rW(r)\). The radial Poisson equation with the Vallarta-Rosen density is

\[
q''=\frac{4r}{3\pi}\left(\frac{2q}{r}+\frac{q^2}{c^2r^2}\right)^{3/2}.
\]

Assume that a solution has \(q\to Z\). Then there is a radius \(r_0\) such that \(q\ge Z/2\) for \(0<r\le r_0\). Dropping the positive term \(2q/r\) makes the right side smaller, so

\[
q''\ge\frac{4r}{3\pi}\left(\frac{q}{cr}\right)^3\ge\frac{k}{r^2},
\qquad k=\frac{4}{3\pi}\left(\frac{Z}{2c}\right)^3 .
\]

Integrate from \(r\) to \(r_0\):

\[
q'(r_0)-q'(r)\ge k\left(\frac1r-\frac1{r_0}\right)
\quad\Longrightarrow\quad
q'(r)\le C-\frac kr,\qquad C=q'(r_0)+\frac{k}{r_0}.
\]

Integrate once more over the same interval:

\[
q(r_0)-q(r)\le C(r_0-r)-k\ln\frac{r_0}{r},
\]

and hence

\[
q(r)\ge q(r_0)-C(r_0-r)+k\ln\frac{r_0}{r}.
\]

The right side tends to infinity as \(r\to0\), which contradicts \(q\to Z\). No such solution exists, whatever \(\mu\) is, so ions are covered as well. The \(r^{-3}\) law is thus the response to a prescribed potential, not the density of a self-consistent point-nucleus atom.

The contradiction has a simple electrostatic meaning. By Gauss's law, the net positive charge inside \(r\) is

\[
Q(r)=-r^2\frac{dW}{dr}=q-rq',\qquad
\frac{dQ}{dr}=-rq''=-4\pi r^2n .
\]

Moving inward, \(Q\) must grow by the number of electrons passed. For a point nucleus it would have to settle at \(Z\), but the electron number does not converge.

To see this growth, start at \(10^{-2}\) bohr with the iridium values of \(q\) and \(q'\) from (e), and integrate the self-consistent equation inward. The required charge \(Q\) is 76.49 at the start, 77.57 at \(10^{-4}\) bohr, 78.29 at \(10^{-8}\), 80.57 at \(10^{-20}\) and 103.4 at \(10^{-100}\). Between \(10^{-2}\) and \(10^{-4}\) bohr the gain is enlarged by the term \(2W\). Far inside \(r_c\) that term is negligible; the gain per decade is then proportional to \(q^3\) and increases as \(q\) rises. This solution does not even reach the origin. Put \(s=\ln(1/r)\). Far inside \(r_c\) the equation becomes

\[
\frac{d^2q}{ds^2}+\frac{dq}{ds}=\frac{4}{3\pi}\frac{q^3}{c^3}.
\]

While \(q\) changes slowly, the second derivative is small and \(dq/ds\) is roughly proportional to \(q^3\). Close to the divergence the second derivative dominates, and \(dq/ds\) grows as \(q^2\). Growth of either kind becomes infinite after a finite interval of \(s\). For these starting values, numerical integration puts the divergence near \(10^{-227}\) bohr. Such tiny radii have no physical meaning; they display the mathematical behaviour of the equation.

## (g) What fails, and what repairs it?

**Replace the point by a uniformly charged sphere of radius \(R\). Then compare the local theory with the Dirac equation at a point nucleus.**

**Solution.** Inside the sphere the enclosed nuclear charge is \(Zr^3/R^3\), so its electric field is \(Zr/R^3\). Integrating inward from the surface, where the potential is \(Z/R\), gives

\[
\Phi_{\rm nuc}(r)=\frac ZR+\int_r^R\frac{Zs}{R^3}\,ds=\frac{Z}{2R}\left(3-\frac{r^2}{R^2}\right).
\]

This is at most \(3Z/(2R)\). In the fixed-potential calculation \(W\) is therefore bounded, the density is bounded, and the number near the centre is finite.

For iridium take the round value \(R=10^{-4}\) bohr, of the order of a heavy nucleus's size, and keep the electronic part of the potential from (e). For \(R\ll r_c\), keep \(W^2/c^2\) alone, neglect screening, and put \(u=r/R\). The number inside is then

\[
\frac{4}{3\pi}\left(\frac Zc\right)^3\int_0^1u^2\left(\frac{3-u^2}{2}\right)^3du .
\]

Expanding the cube, the integral is \(\tfrac18(9-\tfrac{27}{5}+\tfrac97-\tfrac19)=0.597\), and the estimate is \(0.0753\times0.597=0.045\). The full density gives 0.048; the omitted \(2W\) raises the density by about 5 to 7% here.

The total is 78.44 electrons. It is finite, but it differs from 77 because the potential was not recalculated. It also depends on the nuclear size: for \(R\ll r_c\) the inside number approaches a constant, while each tenfold reduction of \(R\) adds about 0.173 electron outside.

The local approximation itself is also at fault. It requires the potential to vary little over an electron wavelength. Near the point nucleus \(p_F\approx Z/(cr)\), so the wavelength at the Fermi surface is

\[
\frac{2\pi}{p_F}\approx\frac{2\pi c}{Z}\,r\approx11\,r
\]

for iridium, whereas \(Z/r\) changes substantially over a distance \(r\). Approaching the nucleus does not improve this ratio.

The Dirac equation treats the waves without this assumption. Let \(G\) and \(F\) be \(r\) times the large and small radial components, and let \(\kappa=\pm1,\pm2,\dots\) be the usual angular quantum number. Near the origin the Coulomb term exceeds the energy and rest-energy terms, leaving

\[
rG'=-\kappa G+\frac ZcF,\qquad rF'=-\frac ZcG+\kappa F .
\]

Inserting \(G=Ar^\gamma\), \(F=Br^\gamma\) gives two linear equations for \(A\) and \(B\). They have a nonzero solution if

\[
(\gamma+\kappa)(\gamma-\kappa)+\frac{Z^2}{c^2}=0,
\qquad \gamma=\sqrt{\kappa^2-\frac{Z^2}{c^2}},
\]

where the positive root is the regular solution. An orbital's density is proportional to \((G^2+F^2)/r^2\), hence to \(r^{2\gamma-2}\). Among a finite number of occupied orbitals, those with \(|\kappa|=1\) are the most singular. For iridium \(\gamma=0.827\), and their density goes as \(r^{-0.346}\). Multiplied by \(r^2\), this is integrable at the origin, as it is for every \(Z<c\).

A point nucleus with \(Z<c\) is therefore compatible with normalizable Dirac orbitals. The non-normalizable \(r^{-3}\) density comes from applying the uniform-gas relation where the potential is far from uniform. A finite nucleus makes the count finite, but it does not make that relation accurate close to the nucleus.

## Table of computed values

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 77, Z/c = 0.561896
p_F/c =  0.1: t = 4.88765e+03 hartree/bohr^3, t/t_nonrel = 0.99822
p_F/c =  1.0: t = 4.25127e+08 hartree/bohr^3, t/t_nonrel = 0.86825
p_F/c = 10.0: t = 1.07295e+13 hartree/bohr^3, t/t_nonrel = 0.21913
box sum at p_F = c: 1856322 electrons, t_box/t = 1.00098
Thomas-Fermi length = 0.208104 bohr
nonrelativistic electron number = 77.00000
nonrelativistic number inside 1e-4 bohr = 5.4036e-04
crossover radius Z/(2c^2) = 2.05018e-03 bohr
r (bohr), W (hartree), p_F/c, n_VR/n_nonrel, n_VR*r^3:
  1e-01  4.7482e+02  2.2629e-01  1.0190e+00  1.007155
  1e-02  7.2184e+03  9.5736e-01  1.3017e+00  0.076261
  1e-03  7.6447e+04  4.9713e+00  5.2885e+00  0.010678
  1e-04  7.6942e+05  4.1961e+01  9.9597e+01  0.006421
  1e-06  7.6999e+07  4.1013e+03  9.2897e+04  0.005996
  1e-08  7.7000e+09  4.1004e+05  9.2830e+07  0.005992
limit of n_VR*r^3 = 0.005992
power of r near 1e-8 bohr: VR -2.99999, nonrel -1.50000
VR electrons outside 1e-02 bohr = 77.3191
VR electrons outside 1e-04 bohr = 78.3967
VR electrons outside 1e-06 bohr = 78.7488
VR electrons outside 1e-08 bohr = 79.0956
VR electrons outside 1e-10 bohr = 79.4423
VR electrons from 1e-9 to 1e-8 bohr = 0.17337
logarithmic law, electrons per decade = 0.17337
finite nucleus, radius = 1.0e-04 bohr
  VR electrons inside it = 0.04755
  VR electrons in all = 78.4443
self-consistent: charge needed inside 1e-2 bohr = 76.4904
self-consistent: charge needed inside 1e-4 bohr = 77.5724
self-consistent: charge needed inside 1e-8 bohr = 78.2947
self-consistent: charge needed inside 1e-20 bohr = 80.5706
self-consistent: charge needed inside 1e-50 bohr = 87.2579
self-consistent: charge needed inside 1e-100 bohr = 103.4011
Dirac: gamma = 0.82721, density power = -0.34558
```
